# Shifting the Sternheimer operator with the occupied projector

The Hamiltonian \(H\) on a finite real-space grid is a Hermitian matrix with orthonormal eigenvectors \(\psi_i\) and levels
\[
\varepsilon_1\le\dots\le\varepsilon_N<\varepsilon_{N+1}\le\dots\le\varepsilon_{\max}.
\]
The lowest \(N\) orbitals each hold two electrons; the rest are empty. Define
\[
P=\sum_{i\le N}|\psi_i\rangle\langle\psi_i|,\qquad Q=1-P,\qquad
W=\varepsilon_N-\varepsilon_1,\qquad G=\varepsilon_{N+1}-\varepsilon_N>0 .
\]
Indices \(m,n\) denote occupied orbitals and \(a\) empty ones. A fixed Hermitian perturbation \(\lambda V\) is applied, with \(\lambda\) dimensionless; the electrons' self-consistent feedback on the potential is left out. The orbitals are taken as converged on the grid. Units are hartree and bohr, and norms are Euclidean norms of grid vectors.

## (a) The equation to be solved

**Derive the equation for the part of the first-order orbital lying in the empty space. Show that this part suffices for the first-order density and the second-order energy.**

**Solution.** Insert \(\psi_n+\lambda\,\delta\psi_n\) and \(\varepsilon_n+\lambda\varepsilon_n'\) into the eigenvalue equation of \(H+\lambda V\). The terms linear in \(\lambda\) give
\[
(H-\varepsilon_n)\,\delta\psi_n=-(V-\varepsilon_n')\,\psi_n .
\]
Since \(P\) is built from eigenvectors of \(H\), both \(P\) and \(Q\) commute with \(H\). Acting with \(Q\) and using \(Q\psi_n=0\),
\[
(H-\varepsilon_n)\,x_n=b_n,\qquad x_n=Q\,\delta\psi_n,\qquad b_n=-QV\psi_n. \tag{1}
\]
Within a degenerate level, the first equation requires orbitals that diagonalize \(V\) in that level. Equation (1) is linear in \(\psi_n\), so it then holds for any other orthonormal choice too.

Write the complete response as \(\delta\psi_n=x_n+\sum_m c_{mn}\psi_m\). Orthonormality to first order requires
\[
\langle\psi_m|\delta\psi_n\rangle+\langle\delta\psi_m|\psi_n\rangle=c_{mn}+c_{nm}^*=0 .
\]
The occupied components contribute to the density change the amount
\[
2\sum_{mn}\left(c_{mn}\psi_n^*\psi_m+c_{mn}^*\psi_n\psi_m^*\right)
=2\sum_{mn}(c_{mn}+c_{nm}^*)\,\psi_n^*\psi_m=0,
\]
where \(m\) and \(n\) were exchanged in the second term.

For the energy \(E(\lambda)=2\sum_n\varepsilon_n(\lambda)\), normalization gives \(dE/d\lambda=2\sum_n\langle\psi_n|V|\psi_n\rangle\), because the terms from varying the orbitals sum to \(\varepsilon_n\,d\langle\psi_n|\psi_n\rangle/d\lambda=0\). Differentiating again and halving gives the coefficient of \(\lambda^2\),
\[
E_2=2\sum_n\mathrm{Re}\,\langle\psi_n|V|\delta\psi_n\rangle .
\]
With \(V_{nm}=\langle\psi_n|V|\psi_m\rangle\), its occupied part is \(\sum_{mn}(V_{nm}c_{mn}+V_{nm}^*c_{mn}^*)\). Since \(V_{nm}^*=V_{mn}\), exchanging indices in the second term gives \(\sum_{mn}V_{nm}(c_{mn}+c_{nm}^*)=0\). Hence
\[
E_2=2\sum_n\langle\psi_n|V|x_n\rangle
=-2\sum_{n,a}\frac{|\langle\psi_a|V|\psi_n\rangle|^2}{\varepsilon_a-\varepsilon_n}\le 0 .
\]
The last form follows by expanding (1) in empty orbitals. Mixing among filled orbitals leaves the filled space unchanged; the physical response is the admixture of empty orbitals.

## (b) The unshifted operator

**Find all solutions of \((H-\varepsilon_n)x=b_n\) in the full grid space, and determine the signs of the operator's eigenvalues.**

**Solution.** With \(x=\sum_i c_i\psi_i\), the equation becomes
\[
(\varepsilon_i-\varepsilon_n)c_i=\langle\psi_i|b_n\rangle .
\]
For an empty orbital the factor on the left is positive, so \(c_a\) is fixed. For an occupied orbital the right side is zero. Thus \(c_i=0\) if \(\varepsilon_i\ne\varepsilon_n\), while \(c_i\) is arbitrary if \(\varepsilon_i=\varepsilon_n\). The solutions are \(x_n\) plus any combination of \(\psi_n\) and its degenerate partners.

The operator is therefore singular. If some level lies below \(\varepsilon_n\), it also has a negative eigenvalue and is indefinite. For the lowest level it is positive semidefinite. Restricted to the empty space it is positive definite, so the difficulty lies entirely in the occupied directions.

## (c) Positivity

**Add a real multiple of the occupied projector,**
\[
A_n(\alpha)=H-\varepsilon_n+\alpha P, \tag{2}
\]
**and find the values of \(\alpha\) for which the operator is positive definite.**

**Solution.** Every \(\psi_i\) is an eigenvector of both \(H\) and \(P\). The eigenvalues of \(A_n\) are therefore
\[
\alpha+\varepsilon_i-\varepsilon_n\quad(i\le N),\qquad
\varepsilon_a-\varepsilon_n\quad(a>N). \tag{3}
\]
A Hermitian matrix is positive definite if and only if all its eigenvalues are positive. The empty ones are at least \(G\). The smallest occupied one belongs to \(i=1\), so the condition is
\[
\boxed{\alpha>\varepsilon_n-\varepsilon_1.} \tag{4}
\]
The largest bound occurs at \(n=N\). One common shift serves all occupied orbitals if and only if \(\alpha>W\). The threshold is an energy difference, so adding a constant to the potential does not alter it.

For \(n=1\), any positive shift works. At equality in (4), an eigenvalue is zero. The gap matters as well: an empty level at or below \(\varepsilon_n\) would give a nonpositive eigenvalue that \(\alpha\) cannot move. The argument thus does not cover a metal with partly filled levels at the Fermi energy.

## (d) The projected solution

**Show that the shift does not change \(x_n\). What happens if the right side is left unprojected?**

**Solution.** Let \(\alpha\) satisfy (4), so that \(A_nx=b_n\) has one solution. Acting with \(P\), and using \(P^2=P\) and \(Pb_n=0\), gives
\[
(H-\varepsilon_n+\alpha)\,Px=0 .
\]
On the occupied space this operator has only positive eigenvalues, hence \(Px=0\). Acting with \(Q\), and using \(QP=0\), gives
\[
(H-\varepsilon_n)\,Qx=b_n .
\]
This is (1), without \(\alpha\), and its solution in the empty space is unique. Therefore \(x=Qx=x_n\). The shift selects the member of the family in (b) that has no occupied component.

If the right side is \(-V\psi_n\), the \(Q\) equation is the same and \(Qx=x_n\) still. The occupied components now obey
\[
\langle\psi_m|x\rangle=-\frac{\langle\psi_m|V|\psi_n\rangle}{\alpha+\varepsilon_m-\varepsilon_n}.
\]
They depend on \(\alpha\) and must be projected out. The separation uses \(PH=HP\). With unconverged orbitals, \(PHQ\) need not vanish, the two equations couple, and the result can depend on the shift.

## (e) The condition number

**Find the ratio \(\kappa_n\) of the largest to the smallest eigenvalue of \(A_n\), and the shifts that minimize it.**

**Solution.** From (3), the largest eigenvalue is the larger of the two upper ends, and the smallest is the smaller of the two lower ends:
\[
\boxed{\kappa_n(\alpha)=
\frac{\max(\varepsilon_{\max}-\varepsilon_n,\;\alpha+\varepsilon_N-\varepsilon_n)}
{\min(\varepsilon_{N+1}-\varepsilon_n,\;\alpha+\varepsilon_1-\varepsilon_n)}.} \tag{5}
\]
The numerator is at least \(\varepsilon_{\max}-\varepsilon_n\), and the denominator is at most \(\varepsilon_{N+1}-\varepsilon_n\). Consequently
\[
\kappa_n(\alpha)\ge\frac{\varepsilon_{\max}-\varepsilon_n}{\varepsilon_{N+1}-\varepsilon_n}. \tag{6}
\]
Equality requires both entries to come from the empty levels. The numerator demands \(\alpha\le\varepsilon_{\max}-\varepsilon_N\). The denominator demands \(\alpha\ge\varepsilon_{N+1}-\varepsilon_1=W+G\). Thus (6) is attained for
\[
W+G\le\alpha\le\varepsilon_{\max}-\varepsilon_N, \tag{7}
\]
a window in which \(n\) has cancelled. Subtracting \(G\) from both ends shows that it exists if \(W\le\varepsilon_{\max}-\varepsilon_{N+1}\), that is, if the empty levels span at least the width of the occupied ones.

In the opposite case, which a small basis can produce, consider only shifts that satisfy (4). If some of them lie below \(\varepsilon_{\max}-\varepsilon_N\), the numerator is constant there and the denominator grows, so \(\kappa_n\) falls. For allowed shifts between that value and \(W+G\),
\[
\kappa_n=\frac{\alpha+\varepsilon_N-\varepsilon_n}{\alpha+\varepsilon_1-\varepsilon_n}
=1+\frac{W}{\alpha+\varepsilon_1-\varepsilon_n},
\]
which also falls. Above \(W+G\), the denominator is constant and \(\kappa_n\) rises. The best shift is then \(\alpha=W+G\).

Two limits show the cost of a poor choice. As \(\alpha\) approaches the threshold (4) from above, the denominator tends to zero and \(\kappa_n\) diverges. For very large \(\alpha\), \(\kappa_n\) grows linearly. The choice \(\alpha=2W\) is positive definite if \(W>0\), but it reaches the window's lower edge only if \(W\ge G\). For a single occupied level, \(W=0\) and this choice gives no shift at all.

Inside the window,
\[
\kappa_n=1+\frac{\varepsilon_{\max}-\varepsilon_{N+1}}{\varepsilon_{N+1}-\varepsilon_n}.
\]
The highest occupied orbital is the worst conditioned. A closing gap makes \(\kappa_N\) diverge, and no shift can prevent this.

## (f) What the condition number controls

**Relate the error of an approximate solution to its residual.**

**Solution.** Let \(\tilde x\) have residual \(r=b_n-A_n\tilde x\). Then \(x_n-\tilde x=A_n^{-1}r\). Writing \(\mu_{\min}\) and \(\mu_{\max}\) for the extreme eigenvalues of \(A_n\),
\[
\|x_n-\tilde x\|\le\frac{\|r\|}{\mu_{\min}},\qquad
\|b_n\|=\|A_nx_n\|\le\mu_{\max}\|x_n\| .
\]
Dividing the first bound by \(\|x_n\|\ge\|b_n\|/\mu_{\max}\) gives
\[
\frac{\|x_n-\tilde x\|}{\|x_n\|}\le\kappa_n\frac{\|r\|}{\|b_n\|}. \tag{8}
\]
Equality occurs if the solution lies along the top eigenvector and the error along the bottom one. Since \(x_n\) lies in the empty space, this requires \(\alpha\le\varepsilon_{\max}-\varepsilon_N\); for larger shifts \(\|b_n\|\le(\varepsilon_{\max}-\varepsilon_n)\|x_n\|\) and the bound is not reached. If \(x_n\) consists mainly of low empty orbitals, \(\|b_n\|/\|x_n\|\) lies far below \(\mu_{\max}\) and (8) is pessimistic. A small residual alone is therefore not yet a small error.

## (g) What the shift does for unprojected conjugate gradients

**In exact arithmetic, conjugate gradients started from zero never leaves the empty space. What happens to a small occupied component introduced by rounding or by the starting guess?**

**Solution.** Let \(A\) be the operator, with or without the shift. Starting with \(d_0=r_0\), the method iterates
\[
x_{k+1}=x_k+s_kd_k,\quad r_{k+1}=r_k-s_kAd_k,\quad d_{k+1}=r_{k+1}+t_kd_k,
\]
\[
s_k=\frac{r_k^\dagger r_k}{d_k^\dagger Ad_k},\qquad
t_k=\frac{r_{k+1}^\dagger r_{k+1}}{r_k^\dagger r_k}.
\]
Suppose that the residuals up to \(r_k\) are mutually orthogonal and that \(d_i^\dagger Ad_j=0\) for \(i\ne j\le k\). Since \(r_j=d_j-t_{j-1}d_{j-1}\) (with \(r_0=d_0\)), \(r_{k+1}\) is orthogonal to \(r_j\) for \(j<k\); for \(j=k\), the choice of \(s_k\) ensures it. Since \(Ad_j=(r_j-r_{j+1})/s_j\), also \(d_{k+1}^\dagger Ad_j=0\) for \(j<k\). For \(j=k\) the two terms are \(-r_{k+1}^\dagger r_{k+1}/s_k\) and \(t_kd_k^\dagger Ad_k=r_{k+1}^\dagger r_{k+1}/s_k\), which cancel. Both properties persist by induction as long as no denominator vanishes.

The recurrences imply \(r_k=\phi_k(A)r_0\), with \(\phi_k\) a polynomial of degree \(k\) and \(\phi_k(0)=1\). Let \(R\) project orthogonally onto the span of \(r_0,\dots,A^{k-1}r_0\), which is also the span of the first \(k\) residuals. Let \(T=RAR\) act on this space; its eigenvalues \(\theta_j\) are the Ritz values. Since \(RA^jr_0=T^jr_0\) for \(j\le k\), orthogonality gives
\[
0=Rr_k=\phi_k(T)r_0 .
\]
The vectors \(r_0,\dots,T^{k-1}r_0\) are independent, so no nonzero polynomial of lower degree annihilates \(r_0\). The characteristic polynomial of \(T\) also annihilates it and has degree \(k\), so \(\phi_k\) is proportional to it. With \(\phi_k(0)=1\),
\[
\phi_k(\mu)=\prod_{j=1}^{k}\left(1-\frac{\mu}{\theta_j}\right). \tag{9}
\]
For an eigenvector with \(\mu\ne0\), residual and error components differ by the constant factor \(\mu\). The error component is thus multiplied by \(\phi_k(\mu)\).

Without the shift, a lower occupied orbital has \(\mu=\varepsilon_m-\varepsilon_n<0\). As long as all Ritz values are positive, each factor in (9) exceeds one and the contamination grows. Once it is large enough, \(d_k^\dagger Ad_k\) is no longer guaranteed to be positive. A component of the starting guess along \(\psi_n\) has \(\mu=0\): it contributes to no residual, hence to no search direction, and stays as it was. A component along \(\psi_n\) that rounding puts into \(b_n\) or into the residual behaves differently. Since \(\phi_k(0)=1\), it remains in every later residual and enters the search directions, so the iterate drifts along \(\psi_n\). The drift can become large if the iteration is continued after the rest of the residual has become small.

With a shift obeying (4), \(d_k^\dagger Ad_k>0\) for every nonzero direction. Orthogonality of the residuals ends the exact iteration after at most as many steps as there are grid points. At any stage, \(Pr=-(H-\varepsilon_n+\alpha)P\tilde x\), so
\[
\|P\tilde x\|\le\frac{\|r\|}{\alpha+\varepsilon_1-\varepsilon_n}.
\]
Convergence of the residual now removes the whole occupied part, including the component along \(\psi_n\), which the unshifted residual cannot detect. If an exact iteration starts at zero, \(A_n\) acts on the empty space as \(H-\varepsilon_n\) does, and the iterates do not depend on \(\alpha\). Without the shift, an iteration contaminated by lower occupied orbitals may still converge, but nothing prevents the ratio \(d_k^\dagger Ad_k/d_k^\dagger d_k\) from coming close to zero. With the shift, this ratio is never smaller than the lowest eigenvalue of \(A_n\), which is positive. The shift does not improve the conditioning of the empty space.

## (h) Dependence on the grid

**Estimate \(\varepsilon_{\max}\) for the three-point kinetic operator in a one-dimensional box of length \(L\) and spacing \(h\), with zero boundary values.**

**Solution.** On \(f_j=\sin(jq)\), the identity \(f_{j+1}+f_{j-1}=2\cos q\,f_j\) gives
\[
-\frac{f_{j+1}-2f_j+f_{j-1}}{2h^2}=\frac{1-\cos q}{h^2}f_j
=\frac{2}{h^2}\sin^2\!\frac q2\,f_j .
\]
The boundary values allow \(q=k\pi h/L\), with \(k=1,\dots,L/h-1\). The largest \(q\) is \(\pi-\pi h/L\). Bounding the potential \(V_0\) by its extreme grid values, and using the top kinetic vector as a trial vector for the lower bound, gives
\[
V_{0,\min}+\frac{2}{h^2}\cos^2\!\frac{\pi h}{2L}
\le\varepsilon_{\max}\le V_{0,\max}+\frac{2}{h^2}. \tag{10}
\]
If the low levels have converged with \(h\), then in the window \(\kappa_n\approx2/[h^2(\varepsilon_{N+1}-\varepsilon_n)]\). Halving a small spacing multiplies \(\kappa_n\) by about four.

## (i) A model with three occupied orbitals

**Evaluate the results for \(V_0(x)=-3.75\,\mathrm{sech}^2(x/2)\) hartree in a box of 20 bohr, with \(h=0.1\) bohr, \(N=3\) and \(V=\exp[-(x-1)^2]\) hartree, where \(x\) is in bohr and runs from \(-10\) to \(10\).**

**Solution.** The four lowest levels are \(-3.1254\), \(-2.0016\), \(-1.1278\) and \(-0.5030\) hartree; the top level is 199.865 hartree. Hence \(W=1.9977\) and \(G=0.6248\) hartree. Bisection on the success of a Cholesky factorization put the positivity threshold for \(n=3\) at 1.9977 hartree, in agreement with (4). The window (7) runs from
\[
1.9977+0.6248=2.6225\quad\text{to}\quad199.865+1.128=200.993\ \text{hartree}.
\]
For \(\alpha=4\) hartree, inside the window,
\[
\kappa_3=\frac{200.993}{0.6248}\approx322 .
\]
At \(\alpha=2.1\) hartree, the smallest eigenvalue is \(2.1-1.9977=0.1023\) hartree and \(\kappa_3\approx1964\). At 500 hartree, \(\kappa_3=500/0.6248\approx800\). The wide plateau makes fine tuning unnecessary. For \(n=1\) and \(n=2\), \(\alpha=4\) hartree gives about 77 and 135, smaller because these orbitals lie farther below the empty levels.

The projected responses give \(E_2=-0.1406\) hartree, as do finite differences of the summed orbital energies. This value and the levels above belong to this grid; at \(h=0.05\) bohr, \(E_2\) moves to \(-0.1402\) and the fourth level to \(-0.5007\) hartree. By (8), a relative residual of \(10^{-10}\) at \(\kappa_3=322\) guarantees a relative error no larger than \(3.22\times10^{-8}\).

For \(n=3\), conjugate gradients was started with components \(10^{-8}\) on \(\psi_1\) and 0.5 on \(\psi_3\). After 12 unshifted steps in double precision, the first had grown by a factor 34.2, the value given by (9) with \(\mu=-W\) and the Ritz values of that run. The factor and the Ritz values are sensitive to rounding, including the rounding errors already present in the computed orbitals and right side. They describe this run and are not exact-arithmetic values. The smallest Ritz value, 0.789 hartree, alone contributes \(1+1.998/0.789\approx3.53\). The component on \(\psi_3\) was still 0.5. With \(\alpha=4\) hartree, the relative residual reached \(10^{-10}\) in about 150 steps, and the occupied part left was about \(10^{-14}\).

For \(h=0.2\), 0.1 and 0.05 bohr, \(\kappa_3\) is about 82, 322 and 1282. The successive ratios, 3.94 and 3.98, approach four. They lie below it mainly because \(\varepsilon_{\max}-\varepsilon_3\) exceeds \(2/h^2\) by about 1 hartree, an amount that does not scale with the spacing. The numerical output lists the remaining values.

## Computed values

```
box length: 20.0 bohr
well depth: 3.75 hartree
grid spacing: 0.100 bohr, points: 199
level 1: -3.12543 hartree
level 2: -2.00160 hartree
level 3: -1.12775 hartree
level 4: -0.50297 hartree
largest grid level: 199.8652 hartree
occupied width W: 1.99768 hartree
gap G: 0.62479 hartree
shift threshold by bisection, n=2: 1.12383 hartree
shift threshold by bisection, n=3: 1.99768 hartree
window lower edge: 2.62247 hartree
window upper edge: 200.9930 hartree
twice the width: 3.99536 hartree
condition number, n=3, shift 2.10000 hartree: 1964.37
condition number, n=3, shift 2.62247 hartree: 321.70
condition number, n=3, shift 4.00000 hartree: 321.70
condition number, n=3, shift 500.00000 hartree: 800.27
condition number, n=1, shift 4 hartree: 77.40
condition number, n=2, shift 4 hartree: 134.70
condition number, n=3, shift 4 hartree: 321.70
smallest eigenvalue, n=3, shift 4: 0.62479 hartree
largest eigenvalue, n=3, shift 4: 200.9930 hartree
norm of projected response, n=1: 0.048570
norm of projected response, n=2: 0.103760
norm of projected response, n=3: 0.188965
E2 from projected responses: -0.140598 hartree
E2 from finite differences: -0.140598 hartree
CG start, part on orbital 1: 1.0e-08
CG start, part on orbital 3: 0.50
unshifted CG steps: 12
unshifted growth on orbital 1: 34.18
growth from Ritz values: 34.18
smallest Ritz value: 0.7893 hartree
unshifted part left on orbital 3: 0.500000
shifted CG steps to residual 1e-10: 148
shifted occupied part left: 9e-15
h=0.200 bohr: top 49.865 hartree, kappa(n=3) 81.73
h=0.100 bohr: top 199.865 hartree, kappa(n=3) 321.70
h=0.050 bohr: top 799.865 hartree, kappa(n=3) 1281.69
kappa ratios on halving h: 3.936, 3.984
```
